Counting full-CI determinants by symmetry for minimal-basis water

**Question**

I am trying to understand the size of a full-CI calculation on water in the STO-3G basis. There are 7 orbitals and 10 electrons, so I place 5 α electrons in 7 orbitals and do the same for β. That gives 21 × 21 = 441 determinants, which I understand.

With C2v symmetry switched on, the code says that 133 of them belong to A1. I cannot reproduce this. There are four irreps, so I first tried 441/4, which is not even an integer. Then I reasoned that an A1 determinant needs A1 strings for both spins. I find 4 such strings, which gives 4 × 4 = 16 determinants, far too few.

Where does 133 come from? And is there a formula that I could use for a larger basis, where I cannot list the strings by hand?

**Answer**

Your second attempt is close. The α and β strings must have the same irrep, but that irrep need not be A1. Your 16 determinants are one of four contributions.

Conventions first. The molecule lies in the yz plane with the twofold axis along z. The characters, in the order E, C2, σ(xz), σ(yz), are

A1: 1, 1, 1, 1
A2: 1, 1, −1, −1
B1: 1, −1, 1, −1
B2: 1, −1, −1, 1

If your code puts the molecule in the xz plane, B1 and B2 change names and the A1 count stays the same. The Hamiltonian is nonrelativistic and spin-free, so the operations act on the spatial orbitals and leave the α and β labels alone. No core orbital is frozen.

**1. The irreps of the orbitals**

Let each operation act on the seven atomic orbitals and take the trace. An orbital that is unchanged contributes +1, one that changes sign contributes −1, and one that moves to another atom contributes 0.

Under C2 the oxygen 1s, 2s and 2pz give +3, 2px and 2py give −2, and the two hydrogen orbitals are exchanged and give 0. The trace is 1. Under σ(xz) only 2py changes sign on oxygen, and the hydrogens are again exchanged, so the trace is 4 − 1 = 3. Under σ(yz) only 2px changes sign and the hydrogens stay in place, so the trace is 4 − 1 + 2 = 5. For E it is 7.

The number of orbitals in each irrep is the average of trace times character:

n(A1) = (7 + 1 + 3 + 5)/4 = 4
n(A2) = (7 + 1 − 3 − 5)/4 = 0
n(B1) = (7 − 1 + 3 − 5)/4 = 1
n(B2) = (7 − 1 − 3 + 5)/4 = 2

The molecular orbitals are therefore four a1, one b1 and two b2.

**2. The irrep of a string**

A string is a choice of occupied orbitals for one spin. A symmetry-adapted orbital φᵢ obeys

R φᵢ = χᵢ(R) φᵢ, with χᵢ(R) = ±1.

A determinant is linear in each of its columns, so each occupied orbital contributes its own factor, and the factors multiply. For a string I,

χ_I(R) = ∏ χᵢ(R), with i running over the occupied orbitals of I.

The irrep of the string is thus the product of the irreps of its occupied orbitals. An irrep multiplied by itself gives A1, because (±1)² = 1. From the character table, B1 × B2 = A2, A2 × B1 = B2 and A2 × B2 = B1.

Now distribute five electrons of one spin. The b1 orbital is empty or filled, and the rest go into a1 and b2:

a1⁴ b2¹: 1 × 2 = 2 strings, irrep B2
a1³ b2²: 4 × 1 = 4 strings, irrep A1
a1⁴ b1¹: 1 × 1 = 1 string, irrep B1
a1³ b1¹ b2¹: 4 × 1 × 2 = 8 strings, irrep B1 × B2 = A2
a1² b1¹ b2²: 6 × 1 × 1 = 6 strings, irrep B1

No other distribution is possible, since a1 holds at most four electrons of one spin. Writing s(Γ) for the number of strings in irrep Γ,

s(A1) = 4, s(A2) = 8, s(B1) = 1 + 6 = 7, s(B2) = 2,

and the sum is 21, as it must be.

**3. Combining α and β**

A determinant is an α string I together with a β string J, and its character is χ_I(R) χ_J(R). For this to be 1 for every R, the two strings must have equal characters, hence the same irrep. So

N(A1) = s(A1)² + s(A2)² + s(B1)² + s(B2)²
= 16 + 64 + 49 + 4
= 133.

The Hartree–Fock determinant shows why the A1 strings alone are not enough. Its orbitals, in order of energy, are a1, a1, b2, a1, b1, so each of its strings has irrep B2 × B1 = A2. The closed-shell determinant is A2 × A2 = A1. Your selection of 16 would have discarded it.

For the other irreps, pair each string irrep with the partner that gives the required product. Each pair occurs twice, because either member can be the α string:

N(A2) = 2[s(A1)s(A2) + s(B1)s(B2)] = 2(32 + 14) = 92
N(B1) = 2[s(A1)s(B1) + s(A2)s(B2)] = 2(28 + 16) = 88
N(B2) = 2[s(A1)s(B2) + s(A2)s(B1)] = 2(8 + 56) = 128

The four numbers add up to 441.

**4. A formula for any basis**

For a larger basis, let a polynomial do the listing. For each operation R define

P_R(x) = ∏ᵢ [1 + χᵢ(R) x],

where i runs over all orbitals. Expanding the product means choosing from each factor either 1 (orbital empty) or χᵢ(R)x (orbital occupied). The terms with xᴺ are the strings with N electrons, each weighted by its character. Writing c_R(N) for the coefficient of xᴺ in P_R,

c_R(N) = Σ_I χ_I(R), summed over all N-electron strings.

To pick out one irrep, use the orthogonality of characters. For a group of |G| operations whose irreps are all real and one-dimensional,

(1/|G|) Σ_R χ_Γ(R) χ_Λ(R) = 1 if Γ = Λ, and 0 otherwise.

Take χ_Λ(R) = χ_I(R) χ_J(R), the character of a determinant. The sum is then 1 if the determinant belongs to Γ and 0 if it does not. Adding this over all I and J counts the determinants in Γ. The sums over I and J factorize for each R, so

N_Γ(Nα, Nβ) = (1/|G|) Σ_R χ_Γ(R) c_R(Nα) c_R(Nβ).

This holds for D2h and all its subgroups, and Nα and Nβ may differ. It was tested against explicit enumeration for 30 random sets of orbital irreps in D2h.

For water, pair factors with (1 + x)(1 − x) = 1 − x² and read off the coefficient of x⁵.

E: all seven characters are +1.
P = (1 + x)⁷, so c = 21.

C2: four characters are +1 and three are −1.
P = (1 + x)⁴(1 − x)³ = (1 + x)(1 − x²)³ = (1 + x)(1 − 3x² + 3x⁴ − x⁶)
The x⁵ term is x · 3x⁴, so c = 3.

σ(xz): a1 and b1 have +1, b2 has −1.
P = (1 + x)⁵(1 − x)² = (1 + x)³(1 − x²)² = (1 + 3x + 3x² + x³)(1 − 2x² + x⁴)
The x⁵ terms are 3x · x⁴ and x³ · (−2x²), so c = 3 − 2 = 1.

σ(yz): a1 and b2 have +1, b1 has −1.
P = (1 + x)⁶(1 − x) = (1 + x)⁵(1 − x²)
The x⁵ coefficient of (1 + x)⁵ is 1 and its x³ coefficient is 10, so c = 1 − 10 = −9.

With Nα = Nβ = 5 the coefficients are squared:

N(A1) = (441 + 9 + 1 + 81)/4 = 532/4 = 133
N(A2) = (441 + 9 − 1 − 81)/4 = 368/4 = 92
N(B1) = (441 − 9 + 1 − 81)/4 = 352/4 = 88
N(B2) = (441 − 9 − 1 + 81)/4 = 512/4 = 128

These agree with the string count.

There is a useful check through holes. Since χᵢ = ±1, each factor can be written 1 + χᵢx = χᵢx(1 + χᵢ/x). For M orbitals this gives

P_R(x) = [∏ᵢ χᵢ(R)] xᴹ P_R(1/x), hence c_R(N) = ± c_R(M − N),

where the sign is the character of the completely filled string. For water the x² coefficients are 21, −3, 1, 9, which have the same squares as 21, 3, 1, −9. Two α and two β electrons in these seven orbitals therefore also give 133 determinants in A1.

**5. Why 441/4 fails, and when it nearly works**

Your first estimate keeps only the identity term of the formula. For Nα = Nβ the A1 count is

N(A1) = (1/|G|) Σ_R c_R(N)².

No term is negative, so A1 has at least its equal share. It also has at least as many determinants as any other irrep, because the others have the same squares with some signs reversed. For water the three extra squares add 91 to 441, and the share rises from 25 % to 30.16 %.

Now take the same molecule in the 6-31G basis, with 13 orbitals: seven a1, two b1 and four b2. The polynomials are

E: (1 + x)¹³, c = 1287
C2: (1 + x)⁷(1 − x)⁶ = (1 + x)(1 − x²)⁶, c = 15
σ(xz): (1 + x)⁹(1 − x)⁴ = (1 + x)⁵(1 − x²)⁴, c = 1 − 4·10 + 6·5 = −9
σ(yz): (1 + x)¹¹(1 − x)² = (1 + x)⁹(1 − x²)², c = 126 − 2·84 + 9 = −33

and

N(A1) = (1656369 + 225 + 81 + 1089)/4 = 414441,

which is 25.02 % of 1656369. String characters of opposite sign now cancel almost completely for every operation except E, so an equal division is a good estimate. A larger basis does not guarantee this by itself. If every orbital were a1, all strings would have character +1 and every determinant would be A1.

**6. What the 133 determinants are good for**

Let D and D′ be determinants in irreps Γ and Γ′. The Hamiltonian H commutes with R, and R preserves inner products, so

⟨D|H|D′⟩ = ⟨RD|H|RD′⟩ = χ_Γ(R) χ_Γ′(R) ⟨D|H|D′⟩.

If Γ ≠ Γ′, some operation has χ_Γ(R)χ_Γ′(R) = −1. The matrix element then equals minus itself and vanishes. The 441 × 441 matrix splits into four blocks, which can be diagonalized separately. The A1 block has 133² = 17689 elements instead of 441² = 194481, a factor of 11 fewer. A single CI vector becomes shorter by a factor of 441/133 ≈ 3.3.

I built the whole matrix for an O–H distance of 0.96 Å and an angle of 104.5°. The largest element between different irreps was 1.3 × 10⁻¹⁴ hartree, which is at the level of rounding error. The lowest energy is −75.013155 hartree both from the full matrix and from the A1 block. The restricted Hartree–Fock energy is −74.963319 hartree, so the correlation energy in this basis is about −0.0498 hartree. Full CI is complete within the chosen orbitals, but the error of the small basis remains and is large. All-electron CCSD(T) at the same geometry gives −0.0498 hartree of correlation energy in STO-3G, but −0.137 in 6-31G, −0.217 in cc-pVDZ and −0.289 in cc-pVTZ. The Hartree–Fock energy itself falls to −75.98 hartree in 6-31G and −76.06 in cc-pVTZ. Relativity and nuclear motion are also left out.

**7. 133 is not the number of singlets**

Five α and five β electrons fix Ms = 0, but not the total spin S. The A1 block therefore contains triplets and quintets as well as singlets. Higher spins cannot occur, because ten electrons in seven orbitals leave at most four electrons unpaired.

They can be separated by counting. A multiplet of spin S has one component for each Ms from −S to S, all with the same spatial irrep, because the spin ladder operators do not touch the spatial orbitals. With an even number of electrons S is an integer. Every multiplet then appears once at Ms = 0, and every multiplet except the singlets appears once at Ms = 1. The difference counts the singlets:

singlets in Γ = N_Γ(5, 5) − N_Γ(6, 4).

The coefficients of x⁶ are 7, −1, 3, −5 and those of x⁴ are 35, 3, −5, −5, so

N(A1; 6, 4) = [7·35 + (−1)·3 + 3·(−5) + (−5)·(−5)]/4
= (245 − 3 − 15 + 25)/4
= 63.

There are 133 − 63 = 70 independent A1 singlets. Diagonalizing S² within the A1 block gives the same number of zero eigenvalues. A code that works with spin-adapted functions would report 70 where a determinant code reports 133, and both would be right. The ground state found above is one of these singlets.

**8. Conditions to watch**

The orbitals must be symmetry-adapted if each determinant is to have an irrep. With two localized O–H bond orbitals, for example, C2 exchanges the bonds and can turn one determinant into another. The space itself still contains 133 independent A1 functions, because the polynomial can be written without reference to any special orbitals:

P_R(x) = det[1 + x D(R)],

where D(R) is the matrix of R in the orbital basis. For symmetry-adapted orbitals D(R) is diagonal and the determinant is the product used above. A change of orbitals turns D into C⁻¹DC, which leaves the determinant unchanged. What is lost is the ability to select the A1 functions by striking out determinants.

In groups with degenerate irreps, an operation can mix the partner orbitals. A determinant that contains one partner without the other may then turn into a combination of determinants, and it need not have an irrep of its own. One way out is to count in a subgroup whose irreps are all real and one-dimensional. The result is then a count for the irreps of the subgroup, not of the full group. For ammonia in STO-3G (8 orbitals, 5 α and 5 β electrons), the A′ block of Cs has 1576 determinants. It contains the 532 A1 functions of C3v together with one component of each of the 1044 E pairs.

If a core orbital is frozen, remove its factor from P_R and reduce Nα and Nβ by one each. Its character occurs once in the α string and once in the β string, and the two cancel, so the irrep labels of the remaining determinants need no correction.

The numerical output below lists the full set of polynomial coefficients for the seven-orbital case, so you can try other electron numbers by hand.

Values computed for the example and the checks

```
O-H distance: 0.96 angstrom; H-O-H angle: 104.5 degrees
STO-3G orbitals: 7; alpha, beta electrons: 5, 5
Orbitals per irrep: A1 4, A2 0, B1 1, B2 2
Orbital irreps by rising energy: a1 a1 b2 a1 b1 a1 b2
AO matrix traces: E 7, C2 1, sigma(xz) 3, sigma(yz) 5
Strings per irrep: A1 4, A2 8, B1 7, B2 2 ; total 21
Irrep of the aufbau string: A2
P_R coefficients x^0..x^7, E: [1, 7, 21, 35, 35, 21, 7, 1]
P_R coefficients x^0..x^7, C2: [1, 1, -3, -3, 3, 3, -1, -1]
P_R coefficients x^0..x^7, sigma(xz): [1, 3, 1, -5, -5, 1, 3, 1]
P_R coefficients x^0..x^7, sigma(yz): [1, 5, 9, 5, -5, -9, -5, -1]
Coefficients of x^5: E 21, C2 3, sigma(xz) 1, sigma(yz) -9
Determinants per irrep: A1 133, A2 92, B1 88, B2 128 ; total 441
A1 share of determinants: 30.16 %
Matrix elements, full: 194481; A1 block: 17689; ratio 10.99
Largest H element between irreps: 1.3e-14 hartree
RHF energy: -74.963319 hartree
Lowest energy, full matrix: -75.013155 hartree
Lowest energy, A1 block: -75.013155 hartree
Ground-state <S^2>: 0.000000 (units of hbar^2)
Coefficients of x^6: E 7, C2 -1, sigma(xz) 3, sigma(yz) -5
Coefficients of x^4: E 35, C2 3, sigma(xz) -5, sigma(yz) -5
Ms=1 determinants per irrep: A1 63, A2 58, B1 52, B2 72 ; total 245
Singlets per irrep: A1 70, A2 34, B1 36, B2 56 ; total 196
Random D2h cases tested: 30
6-31G orbitals: 13; per irrep: A1 7, A2 0, B1 2, B2 4
6-31G coefficients of x^5: E 1287, C2 15, sigma(xz) -9, sigma(yz) -33
6-31G determinants per irrep: A1 414441, A2 413856, B1 413784, B2 414288 ; total 1656369
6-31G A1 share: 25.02 %
```

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
